# Curvature of E(N) in helium: unrestricted Hartree-Fock and local density

**Q:** I can put one electron or two on a helium nucleus. What does an energy at $N=1.5$ mean?

**A:** It is an average. Let an atom exchange electrons with a distant reservoir, so that it is found as He$^+$ with probability $1-f$ and as He with probability $f$. Its mean electron number is $N=1+f$, and its mean energy is

$$E_{\rm exact}(1+f)=(1-f)E(1)+fE(2).$$

No other integers enter the lowest mixture, because removing the second electron from helium costs more than removing the first, and a third electron is not bound. The exact curve is therefore a straight line between one and two electrons.

An approximate method need not give that line. It has a formula for the energy in terms of orbitals and occupations, and we can insert a fractional occupation. Comparing the curve with the chord between the method's own end points then tests the formula.

**Q:** How is the fractional electron put in?

**A:** The spin-up orbital $a$ stays full, and the spin-down orbital $b$ has occupation $f$. Both are real, normalized 1s-like orbitals, and both may change shape with $f$. The nucleus is fixed, relativity is left out, and I use Hartree atomic units. I write

$$h_a=\langle a|-\tfrac12\nabla^2-\tfrac{2}{r}|a\rangle,\qquad (aa|bb)=\iint\frac{a(\mathbf r)^2\,b(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

with $h_b$ defined likewise, and $J=(bb|bb)$ for the repulsion of the density $b^2$ with itself.

Let $F(f,x)$ be the method's energy formula, where $x$ stands for all independent changes of orbital shape. Then $E(f)=\min_x F(f,x)$.

Other spin occupations are possible. At $N=1.5$ the choice $(1,0.5)$ gives $-2.419$ hartree in unrestricted Hartree-Fock (UHF), against $-2.344$ for $(0.75,0.75)$. In the local spin-density approximation (LSDA), taken throughout with the Perdew-Wang 1992 parametrization of correlation, the numbers are $-2.467$ and $-2.453$. The path used here is the lower of the two in both methods.

**Q:** How can frozen-orbital curvature be separated from relaxation if the orbitals change all the time?

**A:** Differentiate the minimum. At the best orbitals $x(f)$ the energy is stationary, $F_x=0$, where subscripts denote partial derivatives. The chain rule gives

$$\frac{dE}{df}=F_f+F_x\cdot\frac{dx}{df}=F_f .$$

The orbital response drops out of the slope, but not out of the curvature:

$$\frac{d^2E}{df^2}=F_{ff}+F_{fx}\frac{dx}{df}.$$

To find $dx/df$, note that $F_x=0$ holds at every $f$. Its derivative along the curve must vanish too:

$$F_{xf}+F_{xx}\frac{dx}{df}=0\quad\Rightarrow\quad \frac{dx}{df}=-F_{xx}^{-1}F_{xf}.$$

Substitution gives

$$E''=\underbrace{F_{ff}}_{\text{frozen}}\;\underbrace{-\,F_{fx}F_{xx}^{-1}F_{xf}}_{\text{relaxation}} .$$

"Frozen" means that $f$ is varied while the orbitals keep the shape that is best at the current $f$. At a stable minimum the matrix $F_{xx}$ is positive definite, so the relaxation term is negative or zero. This holds for both methods: relaxation can only bend the curve towards concavity. A convex curve needs a positive frozen term large enough to win.

**Q:** What is the frozen term in Hartree-Fock?

**A:** Write out the electron-electron energy. The total density is $\rho=a^2+fb^2$, so the classical repulsion is

$$\tfrac12(\rho|\rho)=\tfrac12(aa|aa)+f(aa|bb)+\tfrac12f^2J .$$

Hartree-Fock exchange acts between equal spins. The spin-up density matrix is $a(\mathbf r)a(\mathbf r')$ and the spin-down one is $f\,b(\mathbf r)b(\mathbf r')$. Exchange is minus one half of the squared density matrix, integrated with $1/|\mathbf r-\mathbf r'|$, summed over spins:

$$E_x=-\tfrac12(aa|aa)-\tfrac12f^2J .$$

Both self-repulsion terms cancel, including the one with the fractional occupation, because both parts scale as $f^2$. What remains is

$$F_{\rm UHF}=h_a+f\,[\,h_b+(aa|bb)\,].$$

For fixed orbitals this is linear in $f$, so $F_{ff}=0$. The slope is $F_f=h_b+(aa|bb)$, which is the orbital energy $\varepsilon_b$.

**Q:** Then all the bending is relaxation. Does concavity depend on the curvature formula?

**A:** No, it follows from the minimum alone. Take $f=(1-t)f_0+tf_1$ with $0\le t\le1$. For any fixed orbitals $x$, linearity gives

$$F(f,x)=(1-t)F(f_0,x)+tF(f_1,x)\ \ge\ (1-t)E(f_0)+tE(f_1),$$

since each $F$ on the right is no lower than the corresponding minimum. The right side does not contain $x$, so the inequality survives when the left side is minimized:

$$E(f)\ \ge\ (1-t)E(f_0)+tE(f_1).$$

The curve lies on or above each of its chords, which is concavity. The argument carries over to more electrons when one spin orbital is fractional. The Hartree-Fock energy is quadratic in the occupations, but the coefficient of each squared occupation is a self-repulsion minus an equal self-exchange. It does assume that $E$ is the lowest energy over the orbitals, not some higher stationary solution.

**Q:** Which orbital does the relaxing?

**A:** In UHF the drive acts on $a$. For $f>0$, the best $b$ makes the bracket $h_b+(aa|bb)$ stationary. That bracket is also $F_f$, so the part of $F_{fx}$ belonging to changes of $b$ is zero. Orbital $b$ still changes, but only because $a$ does.

The same fact gives a physical reading of the curvature. Since $E'=\varepsilon_b$, and changes of $b$ do not affect the bracket to first order,

$$E''=\frac{d\varepsilon_b}{df}=\iint\frac{d\,a(\mathbf r)^2}{df}\,\frac{b(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

As $b$ fills, $a$ rearranges so that it repels $b$ less. In the calculation the mean radius of $a$ grows from $0.750$ bohr at $f=0$ to $0.927$ bohr at $f=1$. Meanwhile $\varepsilon_b$ falls from $-0.821$ to $-0.918$ hartree. A falling slope is a concave curve.

**Q:** What changes in the local density approximation?

**A:** The classical repulsion is the same, but exchange and correlation are now computed from the local spin densities:

$$F_{\rm LSDA}=h_a+fh_b+\tfrac12(\rho|\rho)+E_{xc}[a^2,fb^2].$$

The slope is again $\varepsilon_b$: differentiating with respect to $f$ gives the expectation value in $b$ of the kinetic energy, nuclear attraction, classical repulsion and spin-down exchange-correlation potential. The second derivative at fixed orbitals is

$$F_{ff}=J+F^{x}_{ff}+F^{c}_{ff},$$

where $J$ comes from $\tfrac12f^2J$, and the other two terms come from exchange and correlation.

Local exchange is a separate integral for each spin. For spin down,

$$E_{x,b}(f)=-A\int (fb^2)^{4/3}d\mathbf r=-A f^{4/3}\int b^{8/3}d\mathbf r,\qquad A=\tfrac34\left(\tfrac6\pi\right)^{1/3}.$$

At fixed $b$, two derivatives bring down $\tfrac43\cdot\tfrac13=\tfrac49$ and lower the power of $f$ by two:

$$F^x_{ff}=\frac49\,\frac{E_{x,b}(f)}{f^2}\ \propto\ -f^{-2/3}.$$

Self-repulsion grows as $f^2$, while the exchange meant to cancel it grows as $f^{4/3}$. The curvatures cannot cancel throughout the interval.

**Q:** Perhaps the trouble is just that local exchange is too weak. Would a better exchange energy for the full orbital cure it?

**A:** Not while the power remains $4/3$. Suppose local exchange gave the correct self-exchange of the filled orbital, $E_{x,b}(1)=-J/2$. With the orbital fixed,

$$F^x_{ff}=\frac49\left(-\frac J2\right)f^{-2/3}=-\frac29\,J f^{-2/3}.$$

At $f=1$ this cancels two ninths of $J$ and leaves $\tfrac79J$, although the energy itself is right.

The actual numbers at $f=1$ are $E_{x,b}=-0.431$ hartree and $-J/2=-0.499$ hartree. The exchange curvature is $\tfrac49(-0.431)=-0.192$ hartree, or $0.19J$ in size, against $0.22J$ in the idealized case. Exchange that is too weak at full occupation thus costs about $0.03J$ of cancellation; the wrong power costs $0.78J$.

**Q:** But $f^{-2/3}$ blows up when $f$ is small. Doesn't exchange win there?

**A:** It does, so the statement that LDA is convex between integers needs a qualification. In the idealized model, $J-\tfrac29Jf^{-2/3}$ changes sign at $f=(2/9)^{3/2}=0.105$. Below that the frozen curvature is negative.

In the full LSDA calculation the frozen curvature vanishes at $f=0.040$. About one third of the shift from $0.105$ comes from local exchange being weaker than in the idealized case: without the correlation term, and with the LSDA orbitals, the zero lies at $0.084$. The other two thirds come from correlation, whose curvature is positive here. At $f=0.05$ the three parts, in hartree, are

$$F_{ff}=1.090-1.534+0.593=0.148$$

from the unrounded values. Without the correlation term, and with the same orbitals, the sum would be $-0.445$.

Relaxation moves the inflection of the total curve up to $f=0.046$. With this correlation functional LSDA is therefore concave in a narrow strip, roughly $1<N<1.05$, and convex above it. The edge of the strip depends on how correlation is interpolated between zero and full spin polarization: the inflection lies near $f=0.043$ with the Vosko-Wilk-Nusair form fitted to quantum Monte Carlo data (VWN5) and near $0.064$ with the Perdew-Zunger form. For the Perdew-Wang form used here, the sign pattern was tested at sampled values of $f$ on both sides of the inflection.

**Q:** Is the strip a property of helium or of the spin treatment?

**A:** It comes from a spin channel that starts empty. In spin-restricted LDA each channel holds $N/2$ electrons in the same orbital. At fixed orbital the exchange energy scales as $N^{4/3}$, and its curvature is $\tfrac49E_x/N^2$, which stays finite at $N=1$. The divergent term that produced the strip is therefore absent. Finite differences of the restricted energy with a step of $0.1$, centred at $N=1.1$ to $1.9$, give curvatures between $0.75$ and $0.92$ hartree, all positive. They show the overall convexity, but they are too coarse to resolve a strip of width $0.05$, so the case against a strip rests on the missing divergence. The price is that the restricted curve does not start from a spin-polarized He$^+$ ion.

**Q:** Can you put the two effects side by side?

**A:** These are the curvatures in hartree. The UHF frozen term is zero, so its total is pure relaxation.

| $f$ | UHF total | LSDA frozen | LSDA relaxation | LSDA total |
|---|---|---|---|---|
| 0.05 | −0.064 | 0.148 | −0.090 | 0.058 |
| 0.25 | −0.074 | 0.679 | −0.099 | 0.580 |
| 0.50 | −0.091 | 0.783 | −0.121 | 0.662 |
| 0.75 | −0.117 | 0.817 | −0.147 | 0.670 |
| 0.95 | −0.149 | 0.822 | −0.170 | 0.652 |

Over the range of the table, relaxation has the same sign in both methods, and the LSDA term is 1.1 to 1.4 times the UHF one. Closer to $f=0$ the sizes part: the UHF term levels off near $-0.06$ hartree, while the LSDA term keeps growing (about $-0.25$ at $f=10^{-4}$), though more slowly than the frozen term. The opposite bending of the two curves comes from the frozen term. The formula behind the table was tested against finite differences of independently converged total energies.

**Q:** Curvature is hard to picture. How far is each curve from a straight line, and how much of that is relaxation?

**A:** Let $D(f)$ be $E(f)$ minus the chord. Then $D(0)=D(1)=0$, and $D''=E''$ because a chord has no curvature. Integrate by parts on each half of the interval:

$$\int_0^{1/2}\frac t2D''\,dt=\frac14D'(\tfrac12)-\frac12D(\tfrac12),$$

$$\int_{1/2}^1\frac{1-t}2D''\,dt=-\frac14D'(\tfrac12)-\frac12D(\tfrac12).$$

The outer boundary terms vanish because the slopes at the ends are finite. In LSDA $E''$ diverges at $f=0$, but only as $f^{-2/3}$, which is integrable. Adding the two lines cancels the slopes at the midpoint:

$$D(\tfrac12)=-\int_0^1\tfrac12\min(t,1-t)\,E''(t)\,dt .$$

Since $E''$ is a sum of a frozen and a relaxation part, so is the deviation. At $N=1.5$:

- **UHF:** $0+0.0118=0.0118$ hartree, or $0.32$ eV above its chord.
- **LSDA:** $-0.0939+0.0153=-0.0786$ hartree (from unrounded values), or $2.14$ eV below its chord.

Relaxation raises the midpoint relative to the chord in both cases. In LSDA it offsets about one sixth of the frozen deviation. The sums agree with the deviations taken directly from the total energies.

**Q:** Does this matter if I only ever measure whole atoms?

**A:** Yes, when an orbital energy is read as an ionization energy. The slope just below $N=2$ is $\varepsilon_b$ of neutral helium, while the chord slope is $E({\rm He})-E({\rm He}^+)$, minus the method's own ionization energy. On a straight line the two would agree.

In UHF the end slope is $-0.918$ hartree and the chord slope is $-0.862$. The concave curve ends more steeply than its chord, so $-\varepsilon_b$ exceeds the energy difference by $0.056$ hartree. This is the relaxation energy of the ion, which $-\varepsilon_b$ omits: with frozen orbitals the UHF energy is linear in $f$, so $-\varepsilon_b$ is the cost of removing $b$ while $a$ keeps its shape.

In LSDA the end slope is $-0.570$ hartree and the chord slope is $-0.893$. Here $-\varepsilon_b$ is too small by $0.322$ hartree relative to LSDA's own energy difference. The measured ionization energy of helium is about $0.90$ hartree, so in LSDA the energy difference lies close to it and the orbital energy does not. The difference uses only the integer end points, so it is free of the curvature that separates the end slope from the chord slope, though it keeps the errors of the two end-point energies.

**Q:** Would a method with a straight line be correct?

**A:** Not necessarily. Straightness concerns the path between the end points, not their values. UHF leaves out correlation in neutral helium, and LSDA approximates both exchange and correlation, so both chords differ from the exact line.

Nor do the two results have the same standing. UHF concavity is a theorem under the conditions given above. LSDA convexity is the outcome of a competition between self-repulsion, local exchange, correlation and relaxation. In helium self-repulsion wins over most of the interval; for another system the balance has to be computed.

## Table of computed values

```
He, N = 1 + f; 13 s Gaussians, exponents 0.10 to 3652 bohr^-2
UHF: E(He+) = -2.00000, E(He) = -2.86167 hartree
UHF slope: f=0 -0.8207, chord -0.8617, f=1 -0.9180 hartree
UHF mean radius of orbital a: f=0 0.7500, f=1 0.9273 bohr
LSDA: E(He+) = -1.94176, E(He) = -2.83445 hartree
LSDA slope: f=0 -1.0452, chord -0.8927, f=1 -0.5703 hartree
LSDA mean radius of orbital a: f=0 0.7716, f=1 0.9593 bohr
Curvatures in hartree: frozen, relaxation, total, finite difference
UHF  f=0.05:   0.0000  -0.0637  -0.0637  -0.0637
UHF  f=0.25:   0.0000  -0.0738  -0.0738  -0.0738
UHF  f=0.50:   0.0000  -0.0912  -0.0912  -0.0912
UHF  f=0.75:   0.0000  -0.1172  -0.1172  -0.1172
UHF  f=0.95:   0.0000  -0.1490  -0.1490  -0.1490
LSDA f=0.05:   0.1479  -0.0901   0.0577   0.0577
LSDA f=0.25:   0.6786  -0.0987   0.5798   0.5798
LSDA f=0.50:   0.7833  -0.1211   0.6622   0.6622
LSDA f=0.75:   0.8171  -0.1470   0.6701   0.6701
LSDA f=0.95:   0.8220  -0.1702   0.6518   0.6518
LSDA frozen parts in hartree: Coulomb J, exchange, correlation
f=0.05:   1.0895  -1.5344   0.5928
f=0.25:   1.0892  -0.5248   0.1142
f=0.50:   1.0657  -0.3237   0.0414
f=0.75:   1.0339  -0.2400   0.0232
f=0.95:   1.0054  -0.1996   0.0162
f=1.00:   0.9979  -0.1915   0.0149
At f=1: E_x of b -0.4309, exact value -J/2 = -0.4990 hartree
At f=1: -(exchange curvature)/J = 0.1919, ideal 2/9 = 0.2222
LSDA inflection: frozen f = 0.0402, with relaxation f = 0.0457
Simple estimate (2/9)^(3/2) = 0.1048
Midpoint deviation from the chord at N = 1.5
UHF: frozen 0.00000, relaxation 0.01177 hartree
UHF: direct total 0.01177 hartree = 0.320 eV
UHF: E(1, 0.5) = -2.41907, E(0.75, 0.75) = -2.34390 hartree
LSDA: frozen -0.09385, relaxation 0.01530 hartree
LSDA: direct total -0.07855 hartree = -2.138 eV
LSDA: E(1, 0.5) = -2.46665, E(0.75, 0.75) = -2.45315 hartree
Restricted LDA curvature, N = 1.1 to 1.9: min 0.7535, max 0.9172 hartree
```
